# Coulomb scattering in parabolic coordinates: the Rutherford amplitude and its phase

## A remainder larger than the scattered wave

A particle of mass 1 and charge $-1$ (Hartree atomic units, $\hbar=1$) scatters from a fixed point charge $+3$ at energy $E=2$ hartree, about 54.4 eV. At distance $r=100$ bohr and angle $60^\circ$, the scattered wave has magnitude 0.0150 relative to a beam of unit amplitude. Take the exact wave function there and subtract both the scattered wave and the incident wave, the latter already carrying its Coulomb phase. The remainder has magnitude 0.0225, which is larger than the scattered wave. How can the scattering amplitude then be well defined? The answer requires the exact solution and its behaviour at large distance.

## The equation and its parameter

Let $\mu$ be the reduced mass, $V=C/r$ the potential with $C$ the product of the two charges, and $E=k^2/(2\mu)>0$. Multiplying $-\nabla^2\psi/(2\mu)+(C/r)\psi=E\psi$ by $-2\mu$ gives
$$\nabla^2\psi+\Big(k^2-\frac{2\eta k}{r}\Big)\psi=0,\qquad \eta=\frac{\mu C}{k}. \tag{1}$$
Repulsion means $\eta>0$ and attraction $\eta<0$. In the example $k=\sqrt{2\cdot2}=2$ bohr$^{-1}$ and $\eta=-3/2=-1.5$. The beam travels along $+z$, and $\theta$ is the angle from that axis.

## Why the incident wave is distorted

Inserting $e^{ikz}$ into the left side of (1) leaves $-(2\eta k/r)e^{ikz}$. This falls off so slowly that the phase it produces along a path, which grows like $\int dz/r$, diverges logarithmically. The phase must therefore be built into the incident wave. Let
$$u=r-z,\qquad S=kz+\eta\ln(ku).$$
With unit vectors $\hat r,\hat z$ we have $\nabla u=\hat r-\hat z$, so
$$|\nabla u|^2=2-2\cos\theta=\frac{2u}{r},\qquad \nabla^2u=\frac2r,\qquad \hat z\cdot\nabla u=\cos\theta-1=-\frac ur .$$
Off the positive $z$ axis, where $u\neq0$,
$$\nabla^2\ln u=\frac{\nabla^2u}{u}-\frac{|\nabla u|^2}{u^2}=\frac{2}{ru}-\frac{2}{ru}=0,$$
$$|\nabla S|^2=k^2+\frac{2k\eta}{u}\,\hat z\cdot\nabla u+\frac{\eta^2}{u^2}|\nabla u|^2=k^2-\frac{2k\eta}{r}+\frac{2\eta^2}{ru}.$$
Since $\nabla^2e^{iS}=(i\nabla^2S-|\nabla S|^2)e^{iS}$ and $\nabla^2S=0$,
$$\Big(\nabla^2+k^2-\frac{2\eta k}{r}\Big)e^{iS}=-\frac{2\eta^2}{ru}\,e^{iS}. \tag{2}$$
The $1/r$ residual has been cancelled. At fixed $\theta\ne0$ what remains falls as $1/r^2$. The phase has a direct meaning: $\partial_z\ln(r-z)=-1/r$, so $\partial_zS=k-\eta/r$. This is the local momentum $\sqrt{k^2-2\eta k/r}$ to first order in $1/r$. Repulsion slows the particle and attraction speeds it up.

## Separation in parabolic coordinates

Add the coordinate $v=r+z$. Then $|\nabla v|^2=2+2\cos\theta=2v/r$, $\nabla^2v=2/r$, and $\nabla u\cdot\nabla v=(\hat r-\hat z)\cdot(\hat r+\hat z)=0$. For a wave function without dependence on the azimuth, the chain rule gives
$$\nabla^2\psi=|\nabla u|^2\psi_{uu}+|\nabla v|^2\psi_{vv}+\nabla^2u\,\psi_u+\nabla^2v\,\psi_v=\frac2r\big[(u\psi_u)_u+(v\psi_v)_v\big].$$
Multiply (1) by $r/2$ and use $r=(u+v)/2$:
$$(u\psi_u)_u+(v\psi_v)_v+\Big[\frac{k^2(u+v)}{4}-\eta k\Big]\psi=0.$$
This separates, so we try $\psi=A(u)B(v)$. Far upstream, $z\to-\infty$ at fixed $v$, the wave must be the beam $e^{iS}$. Because $z=(v-u)/2$, its dependence on $v$ is $e^{ikv/2}$ for every $v$, and hence $B=e^{ikv/2}$. Then
$$(vB')'=\Big(\frac{ik}{2}-\frac{k^2v}{4}\Big)B,\qquad (uA')'+\Big(\frac{k^2u}{4}-\eta k+\frac{ik}{2}\Big)A=0.$$
Now put $A=e^{-iku/2}w(u)$, so that $\psi\propto e^{ikz}w(u)$. Differentiation gives
$$(uA')'=e^{-iku/2}\Big[uw''+(1-iku)w'-\frac{ik}{2}w-\frac{k^2u}{4}w\Big].$$
The last two terms cancel against the corresponding terms in the equation for $A$, leaving
$$uw''+(1-iku)w'-\eta k\,w=0. \tag{3}$$

Near $u=0$ this reads $(uw')'\approx0$, so one solution is regular and the other behaves as $\ln u$. Close to the positive $z$ axis, at distance $\rho$ from it, $u\approx\rho^2/(2z)$ and $\ln u$ contains $2\ln\rho$, whose Laplacian is a line source on the axis. Equation (1) has no such source, so we keep the regular solution. With $w=\sum_nc_nu^n$ and $c_0=1$, the coefficient of $u^n$ in (3) gives
$$(n+1)^2c_{n+1}=(ikn+\eta k)c_n=ik(n-i\eta)c_n .$$
Write $a=-i\eta$, $s=iku$ and $(a)_n=a(a+1)\cdots(a+n-1)$. Then
$$w=\sum_{n=0}^\infty\frac{(a)_n\,s^n}{(n!)^2}={}_1F_1(-i\eta;1;iku),\qquad \psi=N e^{ikz}\,{}_1F_1\big(-i\eta;1;ik(r-z)\big). \tag{4}$$

No other regular solution has the same beam. The difference of two such solutions would be purely outgoing in every partial wave. A regular radial solution is real up to a constant factor, so its incoming and outgoing parts have equal magnitude. If one vanishes, both do.

## A contour integral for $w$

The series (4) equals
$$w=\frac1{2\pi i}\oint e^t\,t^{a-1}(t-s)^{-a}\,dt, \tag{5}$$
taken counterclockwise around both $0$ and $s$. To see this, choose $|t|>|s|$ on the contour and expand
$$t^{a-1}(t-s)^{-a}=\frac1t\Big(1-\frac st\Big)^{-a}=\sum_n\frac{(a)_n}{n!}\frac{s^n}{t^{n+1}}.$$
The residue of $e^t/t^{n+1}$ is $1/n!$, and (4) follows.

Here $s=iku$ lies on the positive imaginary axis. The integrand is single-valued outside a cut joining $0$ to $s$, and $e^t$ vanishes as $\mathrm{Re}\,t\to-\infty$. The left side of the contour can therefore be moved to $-\infty$. The remaining path comes from $-\infty$ below $0$, passes to the right of both points, and returns to $-\infty$ above $s$. On it the integrand agrees with the product of principal powers whose cuts run leftward from $0$ and from $s$. Between these cuts that product is analytic, so the path can be pulled left into two loops, one around each cut.

Each loop needs Hankel's integral
$$\frac1{2\pi i}\int e^\tau\tau^{-c}\,d\tau=\frac1{\Gamma(c)} .$$
For $\mathrm{Re}\,c<1$, shrink the loop onto the cut. The lower and upper edges give $(e^{i\pi c}-e^{-i\pi c})\Gamma(1-c)/(2\pi i)=\Gamma(1-c)\sin(\pi c)/\pi$, which is $1/\Gamma(c)$ by the reflection formula. Analytic continuation covers other $c$.

**Loop around $0$.** The factor $e^t$ keeps the important $|t|$ of order one, so for large $|s|$ we expand $(t-s)^{-a}=(-s)^{-a}(1+at/s+\dots)$. The two integrals are $1/\Gamma(1-a)$ and $1/\Gamma(-a)=-a/\Gamma(1-a)$. The loop contributes
$$\frac{(-s)^{-a}}{\Gamma(1-a)}\Big(1-\frac{a^2}{s}+\dots\Big).$$

**Loop around $s$.** With $t=s+\tau$ we have $t^{a-1}=s^{a-1}(1+(a-1)\tau/s+\dots)$. The integrals are $1/\Gamma(a)$ and $1/\Gamma(a-1)=(a-1)/\Gamma(a)$. The loop contributes
$$\frac{e^s s^{a-1}}{\Gamma(a)}\Big(1+\frac{(a-1)^2}{s}+\dots\Big).$$

## The amplitude and its phase

The principal powers fix $\arg(-s)=-\pi/2$ and $\arg s=+\pi/2$. Hence
$$(-s)^{-a}=\big(ku\,e^{-i\pi/2}\big)^{i\eta}=e^{\pi\eta/2}e^{i\eta\ln ku},\qquad s^{a-1}=\frac{\big(ku\,e^{i\pi/2}\big)^{-i\eta}}{iku}=\frac{e^{\pi\eta/2}e^{-i\eta\ln ku}}{iku}.$$
The beam has unit amplitude if
$$N=e^{-\pi\eta/2}\,\Gamma(1+i\eta).$$
In the second loop this leaves the ratio
$$\frac{\Gamma(1+i\eta)}{\Gamma(-i\eta)}=-i\eta\,\frac{\Gamma(1+i\eta)}{\Gamma(1-i\eta)}=-i\eta\,e^{2i\sigma_0},\qquad \sigma_0=\arg\Gamma(1+i\eta),$$
because the two gamma functions in the middle are complex conjugates. Dividing by $iku$ turns $-i\eta$ into $-\eta/(ku)$:
$$Nw=e^{i\eta\ln ku}\Big[1+\frac{\eta^2}{iku}+\dots\Big]-\frac{\eta}{ku}\,e^{2i\sigma_0}e^{iku-i\eta\ln ku}\Big[1+\frac{(1+i\eta)^2}{iku}+\dots\Big]. \tag{6}$$
Multiply by $e^{ikz}$. In the second term $z+u=r$. Also $u=r(1-\cos\theta)=2r\sin^2(\theta/2)$, so $\ln ku=\ln2kr+\ln\sin^2(\theta/2)$. Therefore
$$\psi= e^{i[kz+\eta\ln k(r-z)]}\Big[1+\frac{\eta^2}{ik(r-z)}+\dots\Big]+f(\theta)\frac{e^{i(kr-\eta\ln2kr)}}{r}+\dots, \tag{7}$$
$$f(\theta)=-\frac{\eta}{2k\sin^2(\theta/2)}\exp\Big\{i\Big[-\eta\ln\sin^2\frac\theta2+2\sigma_0\Big]\Big\}. \tag{8}$$

The phase in braces multiplies the real factor $-\eta$, so repulsion adds $\pi$ to the phase of $f$. The constant part of the phase depends on the logarithms chosen in (7). Writing the outgoing wave with $\ln kr$ instead of $\ln 2kr$ would multiply $f$ by $e^{-i\eta\ln2}$, at all angles alike.

Reversing the sign of $\eta$ reverses $\sigma_0$, and (8) gives $f_{-\eta}=-f_\eta^*$. For $|\eta|\ll1$ at fixed angle the phase in braces tends to zero. With momentum transfer $q=2k\sin(\theta/2)$ the amplitude becomes $-2\mu C/q^2$, which is linear in $C$.

For the example at $60^\circ$, $\sin^2(\theta/2)=0.25$, and the gamma function gives $\sigma_0=0.1629$ rad. Then
$$|f|=\frac{1.5}{2\cdot2\cdot0.25}=1.5\ \text{bohr},\qquad 1.5\ln0.25+2\sigma_0=-2.07944+0.32588=-1.75356\ \text{rad},$$
so $f=-0.2726-1.4750\,i$ bohr. For charge $+1$ on the moving particle, $f=+0.2726-1.4750\,i$ bohr. At $180^\circ$ the logarithm vanishes and the attractive amplitude has phase $2\sigma_0=0.326$ rad.

## The remainder explained

The term $\eta^2/[ik(r-z)]$ in (7) falls as $1/r$, like the scattered wave. At $60^\circ$ and $r=100$ bohr, $k(r-z)=2\cdot100\cdot0.5=100$, and its magnitude is $2.25/100=0.0225$. This accounts for the opening number. The term multiplies $e^{ikz}$ and not $e^{ikr}$, so it belongs to the beam and leaves $f$ untouched.

The table compares (7) with the exact wave, computed by summing series (4) with enough digits to survive its cancellations. All magnitudes are relative to the unit beam.

| $r$ (bohr) | scattered wave | error without beam correction | error with it |
|---:|---:|---:|---:|
| 10 | 0.150 | 0.164 | 0.061 |
| 100 | 0.0150 | 0.0225 | 0.00052 |
| 1000 | 0.00150 | 0.00225 | 0.0000035 |

From 100 to 1000 bohr the last column does not fall by exactly 100, because two neglected terms of order $1/r^2$ interfere. At 10 bohr still higher orders also matter. Carrying the loop around $0$ one order further gives the beam term $[a(a+1)]^2/(2s^2)$. Since $k(r-z)=r$ numerically here, its magnitude is $2.25\cdot3.25/2=3.7$ divided by $r^2$. The correction to the scattered wave in (6) has magnitude $1.5\cdot3.25=4.9$ divided by $r^2$. Their relative phase changes with $r$, so their sum varies between about $1.2/r^2$ and $8.5/r^2$. The last two rows correspond to 5.2 and 3.5.

## What $\sigma_0$ means

The angular average $\bar\psi=\frac12\int_{-1}^1\psi\,d\cos\theta$ isolates the $s$ wave. At fixed $r$, $d\cos\theta=-du/r$ and $z=r-u$, so
$$r\bar\psi=\frac N2e^{ikr}\int_0^{2r}e^{-iku}w\,du.$$
By (3),
$$(ue^{-iku}w')'=e^{-iku}[uw''+(1-iku)w']=\eta k\,e^{-iku}w .$$
For $\eta\ne0$ the integral can therefore be done:
$$r\bar\psi=\frac{N r}{\eta k}\,e^{-ikr}\,w'(2r).$$
The leading derivative follows from (6). In the first term the derivative acts on the logarithmic phase, in the second on $e^{iku}$:
$$Nw'(u)\simeq\frac{i\eta}{u}\Big[e^{i\eta\ln ku}-e^{2i\sigma_0}e^{iku-i\eta\ln ku}\Big].$$
Set $u=2r$ and $\phi=kr-\eta\ln2kr$. Then
$$r\bar\psi\to\frac{i}{2k}\big[e^{-i\phi}-e^{2i\sigma_0}e^{i\phi}\big]=\frac{e^{i\sigma_0}}{k}\sin(kr-\eta\ln2kr+\sigma_0).$$
Thus $\sigma_0$ is the $s$-wave phase shift relative to the logarithmically distorted wave. Attraction in the example gives $\sigma_0=+0.163$ rad, and repulsion gives $-0.163$ rad. This sign is not a general mark of attraction or repulsion: $\sigma_0$ passes through zero near $|\eta|=1.81$, and repulsion with $\eta=2.5$ gives $+0.543$ rad.

## Density at the centre

Since $w(0)=1$, the density at the origin relative to the beam is $|N|^2$. The reflection formula gives $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$, hence
$$|\psi(0)|^2=e^{-\pi\eta}\frac{\pi\eta}{\sinh\pi\eta}=\frac{2\pi\eta}{e^{2\pi\eta}-1}.$$
It tends to 1 as $\eta\to0$, to $2\pi|\eta|$ for strong attraction, and to $2\pi\eta e^{-2\pi\eta}$ for strong repulsion. In the example it is 9.43 for attraction and $7.6\times10^{-4}$ for repulsion.

## From amplitude to cross section

The beam flux tends to $k/\mu$ far upstream. The scattered flux at large $r$ is $(k/\mu)|f|^2/r^2$. Multiplying the latter by the detector area $r^2d\Omega$ and dividing by the beam flux gives, with $\eta/(2k)=\mu C/(2k^2)=C/(4E)$,
$$\frac{d\sigma}{d\Omega}=|f|^2=\Big(\frac{C}{4E}\Big)^2\frac1{\sin^4(\theta/2)}. \tag{9}$$
At $60^\circ$ this is $(3/8)^2\cdot16=2.25$ bohr$^2$/sr, or $6.30\times10^{-21}$ m$^2$/sr.

This ratio assumes a beam wide compared with the wavelength and with the impact parameters that lead to the observed angle, but narrow enough to miss the detector. The unlimited wave in (7) overlaps the scattered wave everywhere. Denote the two parts by $\psi_i$ and $\psi_s$. From $j_r=\mathrm{Im}(\psi^*\partial_r\psi)/\mu$, with $\partial_r\psi_i\simeq ik\cos\theta\,\psi_i$ and $\partial_r\psi_s\simeq ik\psi_s$, the interference flux is
$$\frac{k}{\mu}(1+\cos\theta)\,\mathrm{Re}(\psi_i^*\psi_s).$$
Relative to the scattered flux it can reach $r(1+\cos\theta)/|f|$, with $r$ and $|f|$ in the same unit. Between $50^\circ$ and $70^\circ$ at $r=1000$ bohr it reaches about 1200. Its phase contains $kr(1-\cos\theta)$, however, and so oscillates rapidly with angle. Numerical integration over this range with the smooth aperture weight $\cos^4[\pi(\theta-60^\circ)/20^\circ]\sin\theta$ reduces the ratio to $1.0\times10^{-7}$ at $r=1000$ bohr. This residual itself oscillates with $r$, staying below about $2.3\times10^{-7}$ between 990 and 1010 bohr.

## The classical result

A classical particle with momentum $p=\sqrt{2\mu E}$ and impact parameter $b$ changes its momentum by $2p\sin(\theta/2)$ along the symmetry axis of its orbit. Let $\varphi$ be the polar angle from that axis. Angular momentum conservation, $\mu r^2\dot\varphi=pb$ in magnitude, gives $dt/r^2=\mu\,d\varphi/(pb)$. The end angles are $\pm(\pi-\theta)/2$ for repulsion and $\pm(\pi+\theta)/2$ for attraction. In both cases $\int\cos\varphi\,d\varphi=2\cos(\theta/2)$, so
$$2p\sin\frac\theta2=\frac{\mu|C|}{pb}\,2\cos\frac\theta2,\qquad b=\frac{|C|}{2E}\cot\frac\theta2.$$
Then
$$\frac{b}{\sin\theta}\Big|\frac{db}{d\theta}\Big|=\frac{|C|}{4E\sin^2(\theta/2)}\cdot\frac{|C|}{4E\sin^2(\theta/2)},$$
which is (9): particles crossing the ring of area $2\pi b\,|db|$ leave into the solid angle $2\pi\sin\theta\,|d\theta|$, so the left side is the classical cross section per solid angle. In the example $b=1.30$ bohr leads to $\theta=2\arctan(0.75/1.30)=59.96^\circ$. The classical cross section is the same for both signs of $C$ and contains no trace of the phase in (8).

## The forward cone

The expansion requires $k(r-z)\gg1+\eta^2$. This makes the neglected terms small against the beam. The second-order beam term, divided by the scattered magnitude $|\eta|/[k(r-z)]$, is $|\eta|(1+\eta^2)/[2k(r-z)]$, so for large $|\eta|$ the error of (7) is small against the scattered wave only when $k(r-z)\gg|\eta|(1+\eta^2)/2$. At any finite $r$ it fails near $\theta=0$. The boundary $2kr\sin^2(\theta/2)=1+\eta^2$ lies at $0.033^\circ$ for $r=10^7$ bohr in the example. Inside this cone the division into beam and scattered wave loses its meaning, while the exact wave remains finite. On the positive $z$ axis $u=0$ and $w=1$, so the density there is $|N|^2$ at every distance.

As $r\to\infty$ the cone closes and (9) holds at every fixed $\theta\neq0$. Its integral over angles diverges, since near $\theta=0$ the integrand behaves as $\theta\,d\theta/\theta^4$. The same divergence appears classically, where every impact parameter, however large, produces some deflection.
